# Retarded dipole-dipole coupling from two one-photon exchange diagrams: verification in Python

```python
"""Retarded dipole-dipole coupling from two one-photon exchange diagrams.

Result under test, for separation R and transition wavenumber k:
  V_ij = -(k^2 delta_ij + d_i d_j) exp(ikR)/(4 pi eps0 R)
Reduced unit of V: k^3/(4 pi eps0).  x = kR.  p = photon wavenumber / k.
'perp' and 'axial' are the components across and along R.
The mode sum is integrated numerically with a smooth cutoff in p, and
compared with closed forms.  eta is the small imaginary part of the energy.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import sici

# ---------- photon wavenumber grid; p = 1 is a panel edge ----------
CUTOFF = 40.0
edges = np.concatenate([np.linspace(0, 2, 201), np.linspace(2, 104, 409)[1:]])
node, node_weight = np.polynomial.legendre.leggauss(16)
half = np.diff(edges) / 2
middle = (edges[1:] + edges[:-1]) / 2
p = (middle[:, None] + half[:, None] * node).ravel()
dp = (half[:, None] * node_weight).ravel() * np.exp(-(p / CUTOFF) ** 4)
cosine, cosine_weight = np.polynomial.legendre.leggauss(260)


def angular_average(x):
    """Sphere average of (delta - p_i p_j) exp(i p.R): rows perp, axial."""
    phase = np.exp(1j * x * np.outer(p, cosine))
    perp = phase @ (cosine_weight * (1 + cosine**2) / 4)
    axial = phase @ (cosine_weight * (1 - cosine**2) / 2)
    return np.array([perp, axial])


def mode_sum(average, resonant_factor, other_factor):
    """Integrate both diagrams over p with given energy factors."""
    first = (average * p**3 * dp * resonant_factor).sum(axis=1) / np.pi
    second = (average.conj() * p**3 * dp * other_factor).sum(axis=1) / np.pi
    return np.array([first, second])


def extrapolate(function, eta=0.02):
    """Limit eta -> 0+ from three values, removing eta and eta^2 terms."""
    return (function(eta) - 6 * function(eta / 2) + 8 * function(eta / 4)) / 3


def closed_form(x):
    wave = np.exp(1j * x) / x**3
    return np.array([wave * (1 - 1j * x - x**2), -2 * wave * (1 - 1j * x)])


def auxiliary(x):
    """f(x) = int_0^inf sin(x u)/(1+u) du and g = -df/dx."""
    sine_int, cosine_int = sici(x)
    rest = np.pi / 2 - sine_int
    f = cosine_int * np.sin(x) + rest * np.cos(x)
    g = -cosine_int * np.cos(x) + rest * np.sin(x)
    return f, g


def second_diagram(x):
    """Closed form of the diagram in which the acceptor is excited first."""
    f, g = auxiliary(x)
    perp = (f + x * g + x - x**2 * f) / (np.pi * x**3)
    axial = -2 * (f + x * g) / (np.pi * x**3)
    return np.array([perp, axial])


def long_time_factors(t):
    """Energy factors after a time t (unit 1/(ck)) from the photon vacuum."""
    return (-np.expm1(1j * (1 - p) * t) / (1 - p),
            np.expm1(-1j * (1 + p) * t) / (1 + p))


def show(label, value, unit=""):
    if np.iscomplexobj(value):
        text = f"{value.real:.6f} {value.imag:+.6f}i"
    else:
        text = f"{value:.6g}"
    print(f"{label}: {text} {unit}".rstrip())


# ---------- mode sum against closed forms ----------
for x in (2.0, 3.5):
    average = angular_average(x)
    parts = extrapolate(lambda eta: mode_sum(
        average, 1 / (1 - p + 1j * eta), 1 / (-(1 + p) + 1j * eta)))
    total = parts.sum(axis=0)
    exact = closed_form(x)
    # tolerance: cubic remainder of the eta extrapolation, about 1e-5
    assert np.allclose(total, exact, rtol=0, atol=5e-5)
    assert np.allclose(parts[1], second_diagram(x), rtol=0, atol=5e-5)
    # symmetric nodes about p = 1 give the principal value
    principal = mode_sum(average, 1 / (1 - p), -1 / (1 + p)).sum(axis=0)
    assert np.allclose(principal, exact.real, rtol=0, atol=1e-5)
    # no pole prescription at all: only the initial photon vacuum and waiting
    late = mode_sum(average, *long_time_factors(40.0)).sum(axis=0)
    assert np.allclose(late, exact, rtol=0, atol=2e-5)
    # scalar wavevector integral, both diagrams together
    scalar = extrapolate(lambda eta: np.sum(dp * np.sin(p * x) * (
        1 / (1 - p + 1j * eta) - 1 / (1 + p))))
    assert abs(scalar + np.pi * np.exp(1j * x)) < 2e-4
    if x == 2.0:
        print("Reduced unit of coupling: k^3/(4 pi eps0); here kR = 2")
        for row, name in enumerate(("perp", "axial")):
            show(f"{name}, mode sum with +i0", total[row])
            show(f"{name}, closed form", exact[row])
            show(f"{name}, principal value", principal[row].real)
            show(f"{name}, donor-emits-first diagram", parts[0, row])
            show(f"{name}, acceptor-excited-first diagram", parts[1, row].real)
        show("half scalar integral, +i0", scalar / 2)
        show("-(pi/2) exp(ikR)", -np.pi / 2 * np.exp(1j * x))
        for t in (5.0, 10.0, 40.0):
            value = mode_sum(average, *long_time_factors(t)).sum(axis=0)[0]
            show(f"perp coupling from vacuum at ckt = {t:g}", value)

# ---------- full tensor for a general direction ----------
coords = sp.symbols("X Y Z", real=True)
distance = sp.sqrt(sum(q**2 for q in coords))
wave = sp.exp(sp.I * distance) / distance
point = np.array([0.7, -1.1, 1.6])
place = dict(zip(coords, point))
derived = np.array([[complex(sp.N((-(1 if i == j else 0) * wave
                    - sp.diff(wave, coords[i], coords[j])).subs(place)))
                    for j in range(3)] for i in range(3)])
x = np.linalg.norm(point)
along = np.outer(point, point) / x**2
identity = np.eye(3)
tensor = np.exp(1j * x) / x**3 * (
    (identity - 3 * along) * (1 - 1j * x) - (identity - along) * x**2)
assert np.allclose(derived, tensor, atol=1e-11)

# sphere quadrature: on-shell photons and isotropic orientation average
z, z_weight = np.polynomial.legendre.leggauss(24)
phi = 2 * np.pi * np.arange(48) / 48
zz, pp = np.meshgrid(z, phi, indexing="ij")
rho = np.sqrt(1 - zz**2)
unit = np.stack([rho * np.cos(pp), rho * np.sin(pp), zz], axis=-1).reshape(-1, 3)
solid = np.repeat(z_weight / 2, 48) / 48
phase = solid * np.exp(1j * unit @ point)
on_shell = identity * phase.sum() - np.einsum("n,ni,nj->ij", phase, unit, unit)
assert np.allclose(tensor.imag, -on_shell, atol=1e-10)
tau = ((identity - along) * np.sin(x) / x
       + (identity - 3 * along) * (np.cos(x) / x**2 - np.sin(x) / x**3))
assert np.allclose(on_shell, tau, atol=1e-10)
squared = np.abs(unit @ tensor @ unit.T) ** 2
isotropic = solid @ squared @ solid
assert np.isclose(isotropic, 2 * (3 + x**2 + x**4) / (9 * x**6), rtol=1e-10)

# ---------- near zone: each diagram supplies half of the static coupling ----
tiny = 1e-3
share = second_diagram(tiny) / closed_form(tiny).real
assert np.allclose(share, 0.5, atol=1e-3)
show("second diagram's share at kR = 0.001, perp", share[0])
show("second diagram's share at kR = 0.001, axial", share[1])

# ---------- squared modulus relative to the static law ----------
for x in (0.3, 2.0, 7.0):
    perp, axial = np.abs(closed_form(x)) ** 2 * x**6
    assert np.isclose(perp, 1 - x**2 + x**4)
    assert np.isclose(axial, 4 * (1 + x**2))

# ---------- worked example: parallel dipoles across the separation ----------
dipole_debye, wavelength = 5.0, 500e-9
dipole = dipole_debye * 1e-21 / const.c
k = 2 * np.pi / wavelength
scale = dipole**2 * k**3 / (4 * np.pi * const.epsilon_0) / const.e * 1e6
show("transition dipole of each molecule", dipole_debye, "D")
show("transition wavelength", wavelength * 1e9, "nm")
show("wavenumber k", k * 1e-9, "rad/nm")
show("mu^2 k^3/(4 pi eps0)", scale, "micro-eV")
for separation in (5e-9, 80e-9, 500e-9):
    x = k * separation
    coupling = scale * closed_form(x)[0]
    name = f"R = {separation * 1e9:g} nm"
    show(f"{name}, kR", x)
    show(f"{name}, static coupling", scale / x**3, "micro-eV")
    show(f"{name}, Re V (principal value)", coupling.real, "micro-eV")
    show(f"{name}, Im V", coupling.imag, "micro-eV")
    show(f"{name}, |V|", abs(coupling), "micro-eV")
    show(f"{name}, |V|^2 over static square", abs(coupling * x**3 / scale) ** 2)

search = np.linspace(0.05, 4.0, 400)
assert np.all(closed_form(search)[0].real > 0)
zero = brentq(lambda x: closed_form(x)[0].real, 4.0, 5.0)
true_modulus = scale * abs(closed_form(zero)[0])
assert true_modulus > 0.1 * scale
show("first zero of the cosine form, kR", zero)
show("first zero of the cosine form, R", zero / k * 1e9, "nm")
show("true |V| at that distance", true_modulus, "micro-eV")

print("no test failed")
```

It prints:

```
Reduced unit of coupling: k^3/(4 pi eps0); here kR = 2
perp, mode sum with +i0: 0.383381 -0.236949i
perp, closed form: 0.383379 -0.236950i
perp, principal value: 0.383379
perp, donor-emits-first diagram: 0.339930 -0.236949i
perp, acceptor-excited-first diagram: 0.0434504
axial, mode sum with +i0: -0.350611 -0.435398i
axial, closed form: -0.350612 -0.435398i
axial, principal value: -0.350612
axial, donor-emits-first diagram: -0.295853 -0.435398i
axial, acceptor-excited-first diagram: -0.0547582
half scalar integral, +i0: 0.653681 -1.428319i
-(pi/2) exp(ikR): 0.653682 -1.428321i
perp coupling from vacuum at ckt = 5: 0.383379 -0.231966i
perp coupling from vacuum at ckt = 10: 0.383379 -0.236897i
perp coupling from vacuum at ckt = 40: 0.383379 -0.236951i
second diagram's share at kR = 0.001, perp: 0.5
second diagram's share at kR = 0.001, axial: 0.499682
transition dipole of each molecule: 5 D
transition wavelength: 500 nm
wavenumber k: 0.0125664 rad/nm
mu^2 k^3/(4 pi eps0): 0.0309642 micro-eV
R = 5 nm, kR: 0.0628319
R = 5 nm, static coupling: 124.83 micro-eV
R = 5 nm, Re V (principal value): 124.585 micro-eV
R = 5 nm, Im V: -0.0206265 micro-eV
R = 5 nm, |V|: 124.585 micro-eV
R = 5 nm, |V|^2 over static square: 0.996068
R = 80 nm, kR: 1.00531
R = 80 nm, static coupling: 0.0304761 micro-eV
R = 80 nm, Re V (principal value): 0.0256946 micro-eV
R = 80 nm, Im V: -0.0166906 micro-eV
R = 80 nm, |V|: 0.0306397 micro-eV
R = 80 nm, |V|^2 over static square: 1.01076
R = 500 nm, kR: 6.28319
R = 500 nm, static coupling: 0.00012483 micro-eV
R = 500 nm, Re V (principal value): -0.00480327 micro-eV
R = 500 nm, Im V: -0.000784331 micro-eV
R = 500 nm, |V|: 0.00486688 micro-eV
R = 500 nm, |V|^2 over static square: 1520.07
first zero of the cosine form, kR: 4.48175
first zero of the cosine form, R: 356.646 nm
true |V| at that distance: 0.00674354 micro-eV
no test failed
```
